# Linearised GW quasiparticle energies and the renormalisation factor Z: a program that tests the result

```python
"""Linearised GW quasiparticle energy, tested on formaldehyde (H2CO).

Result under test:
    E_lin = eps + Z * (S(eps) - vxc),   Z = 1 / (1 - dS/dE at eps)
eps : Kohn-Sham level;  vxc : its exchange-correlation matrix element
S(E): diagonal GW self-energy = exchange part + correlation part
The correlation part is a sum of poles, amplitude**2 / (E - pole).
Internal energies are in hartree; printed energies are in eV.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from pyscf import gto, scf, dft, ao2mo, cc

EV = physical_constants["Hartree energy in eV"][0]
ACTIVE = 1e-5       # smallest coupling amplitude (hartree) counted as nonzero
R_CO, R_CH, ANGLE = 1.21, 1.11, 122.0      # angstrom, angstrom, degree


def molecule(basis):
    a = np.radians(ANGLE)
    y, z = R_CH * np.sin(a), R_CH * np.cos(a)
    atoms = [("C", (0, 0, 0)), ("O", (0, 0, R_CO)),
             ("H", (0, y, z)), ("H", (0, -y, z))]
    return gto.M(atom=atoms, basis=basis, verbose=0)


def gw_setup(basis, functional):
    """Kohn-Sham start, RPA screening, and poles of the self-energy."""
    mol = molecule(basis)
    mf = dft.RKS(mol)
    mf.xc = functional
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    c, eps = mf.mo_coeff, mf.mo_energy
    nocc, norb = mol.nelectron // 2, len(eps)
    dm = mf.make_rdm1()
    vxc_ao = np.asarray(mf.get_veff(mol, dm)) - np.asarray(mf.get_j(mol, dm))
    vxc = c.T @ vxc_ao @ c
    exchange = -0.5 * c.T @ np.asarray(mf.get_k(mol, dm)) @ c
    eri = mol.intor("int2e", aosym="s8")
    pair = ao2mo.general(eri, (c, c, c[:, :nocc], c[:, nocc:]), compact=False)
    pair = pair.reshape(norb, norb, -1)
    gaps = (eps[None, nocc:] - eps[:nocc, None]).ravel()
    coulomb = pair[:nocc, nocc:].reshape(len(gaps), len(gaps))
    root = np.sqrt(gaps)
    squared, modes = eigh(np.diag(gaps**2)
                          + 4 * root[:, None] * coulomb * root[None, :])
    omega = np.sqrt(squared)
    amp = np.sqrt(2) * pair @ (root[:, None] * modes / np.sqrt(omega))
    sign = np.where(np.arange(norb) < nocc, -1.0, 1.0)
    poles = eps[:, None] + sign[:, None] * omega[None, :]
    return SimpleNamespace(eps=eps, nocc=nocc, norb=norb, vxc=vxc,
                           exchange=exchange, pair=pair, gaps=gaps,
                           coulomb=coulomb, omega=omega, amp=amp, poles=poles)


def correlation(g, n, energy):
    """Correlation self-energy and its first two energy derivatives."""
    strength, dist = g.amp[n]**2, energy - g.poles
    return (np.sum(strength / dist), -np.sum(strength / dist**2),
            2 * np.sum(strength / dist**3))


def linearised(g, n):
    value, slope, curvature = correlation(g, n, g.eps[n])
    z = 1 / (1 - slope)
    raw = g.exchange[n, n] + value - g.vxc[n, n]
    return SimpleNamespace(value=value, slope=slope, curvature=curvature,
                           z=z, raw=raw, energy=g.eps[n] + z * raw)


def iterated_root(g, n):
    """Newton solution of the full scalar quasiparticle equation."""
    energy = g.eps[n]
    static = g.eps[n] + g.exchange[n, n] - g.vxc[n, n]
    for _ in range(50):
        value, slope, _ = correlation(g, n, energy)
        step = (static + value - energy) / (1 - slope)
        energy += step
        if abs(step) < 1e-11:
            return energy
    raise AssertionError("quasiparticle equation did not converge")


def all_roots(g, n):
    """Every root and its weight, from one energy-independent matrix."""
    keep = np.abs(g.amp[n]) > ACTIVE
    couplings, positions = g.amp[n][keep], g.poles[keep]
    arrow = np.diag(np.concatenate(([0.0], positions)))
    arrow[0, 0] = g.eps[n] + g.exchange[n, n] - g.vxc[n, n]
    arrow[0, 1:] = arrow[1:, 0] = couplings
    energies, vectors = eigh(arrow, overwrite_a=True, check_finite=False,
                             driver="evd")
    return energies, vectors[0]**2


def poles_between(g, n, a, b):
    inside = (g.poles > min(a, b)) & (g.poles < max(a, b))
    return int(np.sum(inside & (np.abs(g.amp[n]) > ACTIVE)))


def largest_slope_share(g, n):
    terms = g.amp[n]**2 / (g.eps[n] - g.poles)**2
    return terms.max() / terms.sum()


def hamiltonian(g, energy):
    flat = g.amp.reshape(g.norb, -1)
    sigma = (flat / (energy - g.poles.ravel())) @ flat.T
    h = np.diag(g.eps) + g.exchange - g.vxc + sigma
    return (h + h.T) / 2


def screened_on_imaginary_axis(g, n, points=80):
    """W minus bare Coulomb from the response equation, without RPA modes."""
    t, weight = np.polynomial.legendre.leggauss(points)
    nu, weight = (1 + t) / (1 - t), 2 * weight / (1 - t)**2
    b = g.pair[n]
    w = []
    for x in nu:
        inverse_chi = -np.diag((g.gaps**2 + x**2) / (4 * g.gaps)) - g.coulomb
        w.append(np.sum(b.T * np.linalg.solve(inverse_chi, b.T), axis=0))
    return nu, weight, np.array(w)


def convolution(g, energy, nu, weight, w):
    """Correlation self-energy as a frequency integral; energy in the gap."""
    d = energy - g.eps[None, :]
    return -np.sum(weight[:, None] * w * d / (d**2 + nu[:, None]**2)) / np.pi


def show(label, value, unit="eV", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


g = gw_setup("def2-svp", "pbe")
homo, lumo, deep = g.nocc - 1, g.nocc, 2

# Pole formula and slope against the defining frequency integral.
largest_value_error = largest_slope_error = 0.0
for n in (homo, lumo):
    grid = screened_on_imaginary_axis(g, n)
    for fraction in (0.3, 0.6):
        e = g.eps[homo] + fraction * (g.eps[lumo] - g.eps[homo])
        h = 1e-3
        value, slope, _ = correlation(g, n, e)
        slope_num = (convolution(g, e + h, *grid)
                     - convolution(g, e - h, *grid)) / (2 * h)
        largest_value_error = max(largest_value_error,
                                  abs(convolution(g, e, *grid) - value))
        largest_slope_error = max(largest_slope_error, abs(slope_num - slope))
assert largest_value_error < 1e-7
assert largest_slope_error < 2e-5       # finite-difference truncation

# Root and peak weight of the HOMO against direct diagonalisation.
lin = {n: linearised(g, n) for n in (homo, lumo, deep)}
root = {n: iterated_root(g, n) for n in (homo, lumo)}
energies, weights = all_roots(g, homo)
peak = np.argmax(weights)
e_diag, weight_diag = energies[peak], weights[peak]
z_at_root = 1 / (1 - correlation(g, homo, root[homo])[1])
assert abs(e_diag - root[homo]) < 1e-7
assert abs(weight_diag - z_at_root) < 1e-6
for n in (homo, lumo):
    assert poles_between(g, n, g.eps[n], root[n]) == 0

# The linearisation error must imply a curvature found on the interval.
shift = e_diag - g.eps[homo]
implied = 2 * (e_diag - lin[homo].energy) / (lin[homo].z * shift**2)
curvatures = [correlation(g, homo, e)[2]
              for e in np.linspace(g.eps[homo], e_diag, 201)]
assert min(curvatures) - 1e-6 <= implied <= max(curvatures) + 1e-6

# Off-diagonal elements: full matrix solution against Z times partition term.
e_full = root[homo]
for _ in range(100):
    vals, vecs = eigh(hamiltonian(g, e_full))
    new = vals[np.argmax(vecs[homo]**2)]
    change, e_full = abs(new - e_full), new
    if change < 1e-11:
        break
assert change < 1e-11
h_root = hamiltonian(g, root[homo])
rest = np.delete(np.arange(g.norb), homo)
column = h_root[rest, homo]
partition = column @ np.linalg.solve(
    root[homo] * np.eye(len(rest)) - h_root[np.ix_(rest, rest)], column)
full_shift = e_full - root[homo]
assert abs(full_shift - z_at_root * partition) < 0.05 * abs(full_shift) + 1e-7

# The deep level, where self-energy poles may be close.
deep_energies, deep_weights = all_roots(g, deep)
order = np.argsort(deep_weights)[::-1]

# Size of what the example leaves out.
large = gw_setup("def2-tzvp", "pbe")
hybrid = gw_setup("def2-svp", "pbe0")
hf = scf.RHF(molecule("def2-svp")).run(conv_tol=1e-10)
coupled = cc.RCCSD(hf).run()
assert hf.converged and coupled.converged
ip_cc = float(np.ravel(coupled.ipccsd(nroots=1)[0])[0])

print("H2CO, G0W0 on PBE, def2-SVP")
print(f"C-O {R_CO} angstrom, C-H {R_CH} angstrom, H-C-O {ANGLE} degree")
print(f"orbitals {g.norb}, occupied {g.nocc}, RPA modes {len(g.omega)}")
show("lowest RPA mode", g.omega[0] * EV)
for name, n in (("HOMO", homo), ("LUMO", lumo)):
    q = lin[n]
    show(f"{name} Kohn-Sham level", g.eps[n] * EV)
    show(f"{name} vxc element", g.vxc[n, n] * EV)
    show(f"{name} exchange self-energy", g.exchange[n, n] * EV)
    show(f"{name} correlation self-energy at level", q.value * EV)
    show(f"{name} self-energy slope at level", q.slope, "", 4)
    show(f"{name} self-energy curvature at level", q.curvature / EV, "1/eV", 5)
    show(f"{name} Z at level", q.z, "", 4)
    show(f"{name} correction before Z", q.raw * EV)
    show(f"{name} correction with Z", q.z * q.raw * EV)
    show(f"{name} linearised energy", q.energy * EV)
    show(f"{name} iterated root", root[n] * EV)
    show(f"{name} energy if Z is set to 1", (g.eps[n] + q.raw) * EV)
show("Kohn-Sham gap", (g.eps[lumo] - g.eps[homo]) * EV)
show("linearised GW gap", (lin[lumo].energy - lin[homo].energy) * EV)
show("iterated GW gap", (root[lumo] - root[homo]) * EV)
show("HOMO peak weight from diagonalisation", weight_diag, "", 4)
show("HOMO curvature implied by error", implied / EV, "1/eV", 5)
show("HOMO largest one-pole share of slope",
     largest_slope_share(g, homo), "", 3)
show("O 2s-like Kohn-Sham level", g.eps[deep] * EV)
show("O 2s-like Z at level", lin[deep].z, "", 4)
show("O 2s-like linearised energy", lin[deep].energy * EV)
for rank in (0, 1):
    k = order[rank]
    print(f"O 2s-like peak {rank + 1}: {deep_energies[k] * EV:.3f} eV,"
          f" weight {deep_weights[k]:.4f}")
print("O 2s-like active poles from level to peak 1:",
      poles_between(g, deep, g.eps[deep], deep_energies[order[0]]))
show("O 2s-like largest one-pole share of slope",
     largest_slope_share(g, deep), "", 3)
show("HOMO linearisation error (linear - root)",
     (lin[homo].energy - root[homo]) * EV, "eV", 4)
show("HOMO off-diagonal shift", full_shift * EV, "eV", 5)
show("HOMO Z times partition term", z_at_root * partition * EV, "eV", 5)
for name, other in (("def2-TZVP, PBE", large), ("def2-SVP, PBE0", hybrid)):
    show(f"HOMO linearised, {name}",
         linearised(other, other.nocc - 1).energy * EV)
    show(f"LUMO linearised, {name}",
         linearised(other, other.nocc).energy * EV)
show("minus EOM-IP-CCSD ionisation energy, def2-SVP", -ip_cc * EV)
print(f"quadrature test, largest value error: {largest_value_error * EV:.1e} eV")
print(f"quadrature test, largest slope error: {largest_slope_error:.1e}")
print("every check passed")
```

Running it gives:

```
H2CO, G0W0 on PBE, def2-SVP
C-O 1.21 angstrom, C-H 1.11 angstrom, H-C-O 122.0 degree
orbitals 38, occupied 8, RPA modes 240
lowest RPA mode: 4.221 eV
HOMO Kohn-Sham level: -5.921 eV
HOMO vxc element: -18.610 eV
HOMO exchange self-energy: -24.625 eV
HOMO correlation self-energy at level: 1.536 eV
HOMO self-energy slope at level: -0.1519
HOMO self-energy curvature at level: 0.01111 1/eV
HOMO Z at level: 0.8681
HOMO correction before Z: -4.478 eV
HOMO correction with Z: -3.888 eV
HOMO linearised energy: -9.809 eV
HOMO iterated root: -9.705 eV
HOMO energy if Z is set to 1: -10.400 eV
LUMO Kohn-Sham level: -2.329 eV
LUMO vxc element: -15.623 eV
LUMO exchange self-energy: -9.239 eV
LUMO correlation self-energy at level: -1.072 eV
LUMO self-energy slope at level: -0.1253
LUMO self-energy curvature at level: -0.00183 1/eV
LUMO Z at level: 0.8887
LUMO correction before Z: 5.312 eV
LUMO correction with Z: 4.721 eV
LUMO linearised energy: 2.391 eV
LUMO iterated root: 2.337 eV
LUMO energy if Z is set to 1: 2.983 eV
Kohn-Sham gap: 3.592 eV
linearised GW gap: 12.201 eV
iterated GW gap: 12.041 eV
HOMO peak weight from diagonalisation: 0.8120
HOMO curvature implied by error: 0.01687 1/eV
HOMO largest one-pole share of slope: 0.174
O 2s-like Kohn-Sham level: -26.044 eV
O 2s-like Z at level: 0.1147
O 2s-like linearised energy: -26.690 eV
O 2s-like peak 1: -30.740 eV, weight 0.1982
O 2s-like peak 2: -31.771 eV, weight 0.1284
O 2s-like active poles from level to peak 1: 11
O 2s-like largest one-pole share of slope: 0.347
HOMO linearisation error (linear - root): -0.1048 eV
HOMO off-diagonal shift: -0.03392 eV
HOMO Z times partition term: -0.03393 eV
HOMO linearised, def2-TZVP, PBE: -10.242 eV
LUMO linearised, def2-TZVP, PBE: 1.377 eV
HOMO linearised, def2-SVP, PBE0: -10.192 eV
LUMO linearised, def2-SVP, PBE0: 2.539 eV
minus EOM-IP-CCSD ionisation energy, def2-SVP: -10.460 eV
quadrature test, largest value error: 7.2e-15 eV
quadrature test, largest slope error: 3.6e-07
every check passed
```
